# Small-Wavevector Dipole Interaction on a Cubic Lattice and Its Direction-Dependent Limit

**Q.** A cubic crystal has no preferred axis. If I let the wavevector of a dipole pattern go to zero, I reach a uniform pattern, and its interaction tensor must be a multiple of $\delta_{ij}$. How could the limit depend on direction?

**A.** Your argument assumes that the interaction is continuous at zero wavevector. That holds for forces of short range, and it has to be examined for dipoles. Put identical point dipoles $\mathbf p(\mathbf R)$ on a Bravais lattice of cubic symmetry, one per primitive cell of volume $v$. In Hartree atomic units, where $4\pi\varepsilon_0=1$, the energy is

$$E=\tfrac12\sum_{\mathbf R\neq\mathbf R'}p_i(\mathbf R)\,T_{ij}(\mathbf R-\mathbf R')\,p_j(\mathbf R'),\qquad T_{ij}(\mathbf r)=\frac{\delta_{ij}}{r^3}-\frac{3r_ir_j}{r^5}.$$

Repeated indices are summed. For wavevector $\mathbf q$ the relevant object is

$$D_{ij}(\mathbf q)=\sum_{\mathbf R\neq0}T_{ij}(\mathbf R)\,e^{-i\mathbf q\cdot\mathbf R}.$$

A shell of radius $R$ holds about $4\pi R^2dR/v$ sites, and each term falls as $R^{-3}$. The sum of absolute values therefore grows as $\int dR/R$, which diverges. Continuity at $\mathbf q=0$ is not guaranteed.

**Q.** Then the sum itself is ambiguous. What do you mean by it?

**A.** I multiply each term by $e^{-\mu R^2}$ and let $\mu\to0$ at fixed $\mathbf q\neq0$. The order matters: the crystal becomes infinite first, and the wavelength becomes long afterwards. The opposite order is a different physical question, to which we can return.

**Q.** How do you separate the troublesome part from the rest?

**A.** Away from the origin,

$$\partial_i\partial_j\frac1r=\partial_i\left(-\frac{r_j}{r^3}\right)=-\frac{\delta_{ij}}{r^3}+\frac{3r_ir_j}{r^5},$$

so $T_{ij}=-\partial_i\partial_j(1/r)$. Now split, with any $\eta>0$,

$$\frac1r=\frac{\operatorname{erf}(\eta r)}{r}+\frac{\operatorname{erfc}(\eta r)}{r}.$$

The second part decays as a Gaussian. Its lattice sum,

$$S_{ij}(\mathbf q)=-\sum_{\mathbf R\neq0}e^{-i\mathbf q\cdot\mathbf R}\,\partial_i\partial_j\frac{\operatorname{erfc}(\eta r)}{r}\bigg|_{\mathbf r=\mathbf R},$$

converges so fast that it may be differentiated in $\mathbf q$ term by term. It is analytic in $\mathbf q$, and any singular behaviour must come from the first part.

**Q.** The first part still has the long tail. What is gained?

**A.** It is smooth at the origin, so its Fourier transform decays quickly. Call $\phi=\operatorname{erf}(\eta r)/r$. Then

$$\nabla^2\phi=\frac1r\frac{d^2(r\phi)}{dr^2}=\frac1r\frac{d}{dr}\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi\rho,$$

with $\rho=(\eta^3/\pi^{3/2})e^{-\eta^2r^2}$. This is a Gaussian of unit charge, whose transform is $e^{-k^2/4\eta^2}$. Poisson's equation reads $k^2\hat\phi=4\pi\hat\rho$. Each derivative brings down a factor $ik_i$, so $-\partial_i\partial_j$ becomes $+k_ik_j$, and the function $f_{ij}=-\partial_i\partial_j\phi$ has the transform

$$F_{ij}(\mathbf k)=4\pi\frac{k_ik_j}{k^2}e^{-k^2/4\eta^2}.$$

Poisson summation turns a sum over all lattice sites, the origin included, into one over reciprocal lattice vectors $\mathbf G$:

$$\sum_{\mathbf R}f_{ij}(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}=\frac1v\sum_{\mathbf G}F_{ij}(\mathbf q+\mathbf G).$$

**Q.** You have dropped the convergence factor. Poisson summation for a conditionally convergent sum needs it.

**A.** With the factor present, $F_{ij}$ is replaced by its average over a normalized Gaussian,

$$F^\mu_{ij}(\mathbf k)=\int\frac{d^3k'}{(4\pi\mu)^{3/2}}\,e^{-|\mathbf k-\mathbf k'|^2/4\mu}\,F_{ij}(\mathbf k').$$

Its width is of order $\sqrt\mu$. At a point where $F_{ij}$ is continuous, the average tends to $F_{ij}(\mathbf k)$ as $\mu\to0$. The function is discontinuous at $\mathbf k=0$, so the formula holds when $\mathbf q$ is not zero or another reciprocal lattice vector. In the rapidly convergent sum $S_{ij}$ the factor simply tends to one.

**Q.** The original sum leaves out $\mathbf R=0$, and yours contains it.

**A.** It has to be subtracted. From $\operatorname{erf}(x)=\frac{2}{\sqrt\pi}\left(x-\frac{x^3}{3}+\dots\right)$,

$$\frac{\operatorname{erf}(\eta r)}{r}=\frac{2\eta}{\sqrt\pi}-\frac{2\eta^3}{3\sqrt\pi}r^2+\dots,\qquad f_{ij}(0)=\frac{4\eta^3}{3\sqrt\pi}\delta_{ij},$$

because $\partial_i\partial_jr^2=2\delta_{ij}$. Altogether,

$$D_{ij}(\mathbf q)=\frac{4\pi}{v}\sum_{\mathbf G}\frac{(q+G)_i(q+G)_j}{|\mathbf q+\mathbf G|^2}e^{-|\mathbf q+\mathbf G|^2/4\eta^2}-\frac{4\eta^3}{3\sqrt\pi}\delta_{ij}+S_{ij}(\mathbf q).$$

The parameter $\eta$ is arbitrary and must drop out. At $\mathbf qa=(0.3,-0.2,0.5)$ on the simple cubic lattice of constant $a$, raising $\eta$ by 20 percent changed every element of $vD_{ij}$ by less than $6\times10^{-15}$.

**Q.** Where is the singularity in this expression?

**A.** Near $\mathbf q=0$ every term with $\mathbf G\neq0$ has a nonvanishing denominator and is analytic. For $\mathbf G=0$, expand the exponential:

$$\frac{4\pi}{v}\frac{q_iq_j}{q^2}\left(1-\frac{q^2}{4\eta^2}+\dots\right)=\frac{4\pi}{v}\frac{q_iq_j}{q^2}-\frac{\pi}{v\eta^2}q_iq_j+\dots$$

After the first term come polynomials in the components of $\mathbf q$. Hence

$$D_{ij}(\mathbf q)=\frac{4\pi}{v}\frac{q_iq_j}{q^2}+A_{ij}(\mathbf q),$$

with $A_{ij}$ analytic near zero. Since $T_{ij}(-\mathbf R)=T_{ij}(\mathbf R)$ and the lattice has inversion symmetry, $D_{ij}$ is even in $\mathbf q$, and so is $A_{ij}$. Its first correction to $A_{ij}(0)$ is therefore of order $q^2$.

**Q.** You still need $A_{ij}(0)$, which looks like a laborious sum that differs from one cubic lattice to another.

**A.** Two facts determine it. First, your symmetry argument does apply to $A_{ij}$, because $A_{ij}$ is continuous. A half-turn about $z$ reverses $A_{xz}(0)$ and $A_{yz}(0)$, so both vanish; a half-turn about $x$ removes $A_{xy}(0)$. The threefold rotation about $[111]$ makes the diagonal elements equal. So $A_{ij}(0)=c\,\delta_{ij}$.

Second, the dipole tensor has no trace at any site in the sum:

$$T_{ii}(\mathbf R)=\frac{3}{R^3}-\frac{3R^2}{R^5}=0.$$

The convergence factor multiplies zero by a number, so $D_{ii}(\mathbf q)=0$ for every $\mu$, and also in the limit. Taking the trace of the decomposition as $\mathbf q\to0$ gives

$$0=\frac{4\pi}{v}+3c,\qquad c=-\frac{4\pi}{3v}.$$

The result is

$$D_{ij}(\mathbf q)=\frac{4\pi}{v}\left(\frac{q_iq_j}{q^2}-\frac{\delta_{ij}}{3}\right)+O(q^2).$$

**Q.** Can this be confirmed without the splitting, which produced it?

**A.** Yes, by adding up dipole interactions in real space. On the simple cubic lattice, direct sums were taken along $[001]$, $[110]$ and $[123]$ at $qa=0.5$, $0.7$ and $0.9$. They used $\mu a^2=0.0012$, $0.0024$ and $0.0048$, and were extrapolated first to $\mu=0$ and then to $q=0$. The largest deviation of any element of $vD_{ij}$ from the formula was $7\times10^{-4}$, where the largest eigenvalue is $8\pi/3=8.378$. The split expression at $qa=0.001$ gave the eigenvalues $-4.18879$, $-4.18879$ and $8.37758$ for the simple, body-centred and face-centred lattices alike.

**Q.** Show me the direction dependence explicitly, and reconcile it with cubic symmetry.

**A.** Take dipoles along a unit vector $\mathbf e$ at angle $\theta$ to $\mathbf q$. Then

$$\lim_{q\to0}e_iD_{ij}e_j=\frac{4\pi}{v}\left(\cos^2\theta-\frac13\right).$$

For $\mathbf q$ parallel to $\mathbf e$ the limit is $+8\pi/3v$; for $\mathbf q$ perpendicular to $\mathbf e$ it is $-4\pi/3v$. Two approaches to the same point give values differing by $4\pi/v$, so no single value can be assigned to $\mathbf q=0$. The directional limit passes through zero at $\cos^2\theta=1/3$, or $\theta=54.74^\circ$.

Cubic symmetry requires that rotating $\mathbf q$ by a symmetry operation rotates $D_{ij}$ with it, and the formula obeys this. To conclude that $D_{ij}(0)$ is proportional to $\delta_{ij}$, one must also have a value at $\mathbf q=0$ that all approaches share. That premise fails here.

**Q.** What physical quantity carries this memory of direction?

**A.** The macroscopic electric field. A polarization wave has the bound charge density $-\nabla\cdot\mathbf P$, which vanishes for a transverse wave. In electrostatics $\nabla\times\mathbf E=0$, so $\mathbf E$ is parallel to $\hat{\mathbf q}=\mathbf q/q$. From $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$,

$$\mathbf E=-4\pi\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P).$$

The charge density is proportional to $q$, but the field is proportional to the charge density divided by $q$, so it survives at long wavelength. The field acting on one dipole follows from $D_{ij}$ with $\mathbf P=\mathbf p/v$:

$$E^{\rm loc}_i=-D_{ij}p_j=-4\pi\hat q_i(\hat{\mathbf q}\cdot\mathbf P)+\frac{4\pi}{3}P_i.$$

The first term is the macroscopic field, and the second is the Lorentz field.

**Q.** If I set $\mathbf q=0$ from the start and sum over a growing sphere, I get zero by symmetry. Which answer is right?

**A.** Both are, for different orders of the limits. At fixed $\mu$ and $\mathbf q\to0$, the Gaussian average covers all directions around the singular point. The average of $\hat k_i\hat k_j$ is $\delta_{ij}/3$, and it cancels the constant.

The start of the crossover can be found too. For $q\ll\sqrt\mu$, expand the averaging weight about $\mathbf q=0$. The factor $e^{\mathbf k\cdot\mathbf q/2\mu}$ contributes $(\mathbf k\cdot\mathbf q)^2/8\mu^2$ at second order; the linear term vanishes by parity, and the isotropic factor $e^{-q^2/4\mu}$ multiplies a zero average. With $\langle k^2\rangle=6\mu$, and $x$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, the longitudinal element is

$$vD_L\simeq4\pi\,\frac{6\mu q^2}{8\mu^2}\left\langle x^2\left(x^2-\tfrac13\right)\right\rangle=4\pi\,\frac{3q^2}{4\mu}\left(\frac15-\frac19\right)=\frac{4\pi q^2}{15\mu}.$$

For $qa=0.01$ and $\mu a^2=0.01$ this is $0.0084$, which is also what the direct sum gives; the infinite lattice at the same $q$ gives $8.3776$. The formula therefore needs $q\gg1/L$, where $L$ is the size of the region summed.

**Q.** Let me have energies for a real sort of ferroelectric.

**A.** Consider a wave $\mathbf p(\mathbf R)=p\,\mathbf e\cos(\mathbf q\cdot\mathbf R)$. The energy contains

$$\cos(\mathbf q\cdot\mathbf R)\cos(\mathbf q\cdot\mathbf R')=\tfrac12\cos[\mathbf q\cdot(\mathbf R-\mathbf R')]+\tfrac12\cos[\mathbf q\cdot(\mathbf R+\mathbf R')].$$

At fixed separation the second term averages to zero over the crystal, provided $2\mathbf q$ is not a reciprocal lattice vector. With the $\frac12$ in $E$, the mean energy per cell is $\frac14p^2\,e_iD_{ij}e_j$. An explicit longitudinal wave ten planes long on the simple cubic lattice confirms the factor: both ways give $2.1259\,p^2/a^3$.

In a solid the electrons screen the field. With $\mathbf P$ the polarization due to the ions, $\nabla\cdot(\varepsilon_0\varepsilon_\infty\mathbf E+\mathbf P)=0$, so the macroscopic field is divided by the electronic permittivity $\varepsilon_\infty$. I divide the constant term by $\varepsilon_\infty$ as well, which is a convention of this model. In SI units,

$$\bar E=\frac{p^2}{16\pi\varepsilon_0\varepsilon_\infty v}\,4\pi\left(\cos^2\theta-\tfrac13\right).$$

Take a cell of $0.40$ nm, $\varepsilon_\infty=5$, $p=0.1\,e\,$nm and a period of 20 nm. Then $v=0.064$ nm³, the polarization amplitude is $p/v=25\ \mu$C/cm², and the prefactor is $11.25$ meV. The longitudinal energy is $11.25\times8.378=94.2$ meV per cell, and the transverse energy is $-11.25\times4.189=-47.1$ meV. Their difference at fixed amplitude is 141 meV, or $0.0052$ hartree, per cell. At 30°, 45° and 60° the energies are $58.9$, $23.6$ and $-11.8$ meV.

**Q.** A 20 nm period is not infinite. How large is the $q^2$ correction?

**A.** Here $qa=0.1257$. Along $[001]$ the longitudinal element of $vD_{ij}$ gains $0.330(qa)^2=0.0052$, which is $0.06$ meV per cell. The full lattice sum agrees: $94.304$ against $94.245$ meV. Along $[111]$ the coefficient is $-0.850$, so the correction depends on the crystal axes, while the leading term depends only on the angle between $\mathbf q$ and $\mathbf p$.

**Q.** How close is this to barium titanate?

**A.** The cell size, permittivity and temperature, 400 K, are rough values for its cubic phase. The polarization is roughly that of its ferroelectric phase at room temperature, so it is far from typical as a static wave in the cubic phase, whose mean polarization is zero. One assumption that fails badly is that of a single point dipole per cell, since the real dipole is spread over five atoms. Take rounded Born charges ($3$, $7$, $-6$, $-2$, $-2$ for barium, titanium, the axial oxygen and the two other oxygens) and a simple pattern of the same total dipole: relative to barium, titanium moves by $0.010$ nm and each oxygen by $-0.003$ nm. With the centre of mass at rest, the transverse energy moves from $-47$ to $-124$ meV per cell and the longitudinal one from $94$ to $18$ meV. These two numbers belong to this pattern only. Shifts in the ratio $0.0224:-0.0244:-0.0105$ for titanium, the axial oxygen and the other oxygens, scaled to the same dipole, give $-162$ and $-21$ meV.

**Q.** That is a large failure. Does the direction dependence survive it?

**A.** The difference does. For two sublattices separated by $\boldsymbol\tau$, with phases taken at the actual atomic positions, Poisson summation attaches $e^{i\mathbf G\cdot\boldsymbol\tau}$ to each reciprocal term. At $\mathbf G=0$ this factor is one. Summed over all pairs, the singular term contains the total cell dipole:

$$\frac{4\pi}{v}\Big(\hat{\mathbf q}\cdot\sum_\kappa\mathbf p_\kappa\Big)^2.$$

In the five-atom case the transverse and longitudinal values, in units of $p^2/v$, are $-11.00$ and $1.57$. They differ by $12.566=4\pi$, as before.

The constant changes because an oxygen site lacks cubic symmetry and the three oxygens carry unequal dipoles. With equal oxygen dipoles, the sum over the three positions would be isotropic and would restore $-4\pi/3$. For titanium and the oxygen half a cell away along the polarization, the pair constant is $-34.27$ in place of $-4.19$. These atoms carry $0.5991$ and $0.2665$ of the dipole, so the pair contributes $2\times0.5991\times0.2665\times(-34.27)\approx-10.94$, and the other terms, individually as large as $1.5$, cancel to about $-0.06$.

The constant also depends on the frame. The displacements above keep the centre of mass at rest; with barium at rest the transverse value is $-9.37$. A rigid shift adds dipoles of zero total, which change the constant but not the singular term. The dipole energy is thus only part of a lattice energy, and the remaining terms, on-site and short-ranged, must restore translation invariance. They are not small: the on-site term that makes the dipole energy depend only on relative displacements brings the transverse value to $-18.3$ in either frame.

**Q.** And if the lattice is no longer cubic?

**A.** Stretch it by 1 percent along $z$. The constant, times $v$, becomes $-4.252$ for $xx$ and $-4.063$ for $zz$; the trace is still $-4\pi$ and the longitudinal–transverse difference still $4\pi$. At fixed $p^2/v$, the transverse energy of dipoles along $z$ shifts by $1.4$ meV per cell. The finite length of the dipoles matters at a relative order of $(0.013/0.20)^2=0.004$, up to a numerical factor, from the titanium–oxygen shift and their spacing in nanometres. Summing finite dipoles in the cubic five-atom cell shifts the constant by $-0.10$, which is 0.9 percent of the transverse value but 6 percent of the small longitudinal one.

**Q.** You used electrostatics. Should light not intervene at small $q$?

**A.** It does, at much smaller $q$. For a transverse wave of frequency $\omega$, Maxwell's equations give $q^2E=(\omega^2/c^2)(\varepsilon_\infty E+P/\varepsilon_0)$, hence

$$E=\frac{P}{\varepsilon_0\varepsilon_\infty}\,\frac{q_\ell^2}{q^2-q_\ell^2},\qquad q_\ell=\sqrt{\varepsilon_\infty}\,\frac{\omega}{c}.$$

To size $\omega$, let the five-atom pattern oscillate rigidly. The extra longitudinal energy for uniform amplitude is $\frac12p^2/\varepsilon_0\varepsilon_\infty v$, so

$$\omega_L^2-\omega_T^2=\frac{p^2}{\varepsilon_0\varepsilon_\infty v\sum_\kappa m_\kappa u_\kappa^2},$$

where $m_\kappa$ and $u_\kappa$ are the atomic masses and displacements. The square root corresponds to 71 meV and gives $q_\ell=8.0\times10^{-4}$ nm⁻¹. This is the wavevector near which light alters the transverse frequency: a soft mode is lowered by about 30 percent there and by 0.5 percent at ten times this value. Our $q$ is $0.314$ nm⁻¹, so a transverse wave oscillating at 71 meV has a field $6\times10^{-6}$ of the longitudinal one; at 20 meV the ratio is $5\times10^{-7}$. The direction-dependent limit is thus a plateau in the window $q_\ell,\,1/L\ll q\ll1/a$.

**Q.** Could an actual crystal hold the longitudinal wave you priced at 94 meV?

**A.** Not at that amplitude, on this estimate. The field amplitude $P/\varepsilon_0\varepsilon_\infty$ is 57 MV/cm, and the potential swings by $2P/\varepsilon_0\varepsilon_\infty q=36$ V between crest and trough. With a gap of about 3 eV, valence states at one place would lie far above conduction states at another, and at peak field the tunnelling length is $0.53$ nm. Charge would then be expected to transfer and reduce the field, by an amount this estimate does not give. The swing equals the gap at $25\times3/36=2.1\ \mu$C/cm², where the field is still $4.7$ MV/cm, so this is an upper bound rather than a safe amplitude. The full-amplitude value is a reference energy, while for small oscillations the tensor gives the dipole part of the forces.

**Q.** Mobile carriers would also screen a small static wave.

**A.** They would. If one species of density $n$ responds linearly, the potential obeys $\varepsilon_0\varepsilon_\infty(q^2+q_D^2)\varphi=\rho_b$, with $\rho_b$ the bound charge density and $q_D^2=ne^2/\varepsilon_0\varepsilon_\infty k_BT$. The singular term is multiplied by $q^2/(q^2+q_D^2)$. For $n=10^{17}$ cm⁻³ at 400 K, $q_D=0.102$ nm⁻¹ and the factor is $0.90$. This is only indicative: the carriers are about 21 nm apart, comparable to the period, and a Debye sphere holds only $0.4$ of them, so the mean-field treatment is marginal here. For $q\ll q_D$ it tends to zero, and the static limit loses its direction dependence.

This requires $e\varphi\ll k_BT=34$ meV, so it does not describe the full-amplitude wave. There the peak bound charge is $4.9\times10^{20}$ elementary charges per cm³, far more than these carriers could neutralize. The remaining values are in the numerical output.

## Table of computed values

```
LATTICE TESTS (kernel times cell volume, dimensionless)
4pi = 12.56637; 8pi/3 = 8.37758; -4pi/3 = -4.18879
direct sum, q along z, q->0: zz 8.3783, xx -4.1891
largest error, direct vs split sum: 2.3e-04
largest error, direct vs limit formula: 7.0e-04
shift when eta is raised by 20 percent: 5.3e-15
eigenvalues at qa=0.001, simple: -4.18879, -4.18879, 8.37758
eigenvalues at qa=0.001, body-centred: -4.18879, -4.18879, 8.37758
eigenvalues at qa=0.001, face-centred: -4.18879, -4.18879, 8.37758
longitudinal coefficient of (qa)^2 along [001]: 0.3297
longitudinal coefficient of (qa)^2 along [111]: -0.8503
zz at qa=0.01 along z: infinite lattice 8.3776, with mu a^2=0.01 0.0084
tetragonal c/a=1.01 constant: xx -4.2517, zz -4.0629; L-T jump 12.5664
wave of 10 planes, energy/p^2 (a=1): explicit 2.1259, D/4 2.1259
offset (0,0,1/2), zz: direct q=0 sum -30.0820, constant -34.2708
EXAMPLE INPUTS
cell 0.40 nm; electronic permittivity 5.0; period 20 nm; T 400 K
Born charges Ba,Ti,Opar,Operp,Operp (e): [ 3.  7. -6. -2. -2.]
masses (u): [137.  48.  16.  16.  16.]
displacements, Ba at rest (nm): [ 0.     0.01  -0.003 -0.003 -0.003]
displacements, centre of mass at rest (nm): [-0.00144  0.00856 -0.00444 -0.00444 -0.00444]
dipole shares, centre of mass at rest: [-0.0433  0.5991  0.2665  0.0888  0.0888]
EXAMPLE RESULTS
cell dipole 0.1000 e nm; polarization 25.03 uC/cm2
q = 0.3142 1/nm; qa = 0.1257
energy scale p^2/(16 pi eps0 eps v) = 11.250 meV per cell
angle  0 deg: limit   94.245, lattice sum   94.304 meV per cell
angle 30 deg: limit   58.903, lattice sum   58.940 meV per cell
angle 45 deg: limit   23.561, lattice sum   23.576 meV per cell
angle 60 deg: limit  -11.781, lattice sum  -11.788 meV per cell
angle 90 deg: limit  -47.123, lattice sum  -47.152 meV per cell
L-T difference 141.37 meV per cell = 0.005195 hartree
angle of zero energy 54.74 deg
NEGLECTED EFFECTS
tetragonal 1 percent: transverse energy shift 1.416 meV per cell
five-atom kernel: T -10.9997, L 1.5667, L-T 12.5664
five-atom energies: T -123.74, L 17.63 meV per cell
five-atom T kernel with Ba at rest: -9.3674
finite dipole length, (Ti-O shift/(a/2))^2: 4.23e-03
L-T frequency scale: 70.56 meV
light wavevector 7.996e-04 1/nm; retardation (q_light/q)^2 6.48e-06
carriers 1.0e+17 cm^-3: Debye wavevector 0.1025 1/nm
small-amplitude static factor on singular term: 0.9038
peak bound charge qP/e: 4.91e+20 cm^-3
longitudinal field amplitude 56.55 MV/cm
potential swing 36.00 V; band gap taken 3.0 eV
tunnelling length gap/(e field) 0.531 nm
amplitude at which swing equals gap: 2.086 uC/cm2
thermal energy kT 34.47 meV
```
